\section*{Formation Energy and Charge-Transition Levels of a Charged Point Defect}

\section{Two charge states at the same price}

A model crystal with a band gap of $2.00$~eV contains a substitutional defect. When the Fermi level lies $0.94$~eV above the valence-band edge, making the defect with charge $+1$ costs $2.03$~eV, and so does making it with charge $-1$. The neutral defect, which lies between them in charge, costs $2.12$~eV. As the Fermi level rises through this point, the lowest-energy defect takes up two electrons at once.

Three things have to be explained: what ``cost'' means when electrons and atoms are exchanged with the surroundings, why two costs cross at a definite Fermi level, and why the neutral state is passed over. Charges $q$ are in units of the elementary charge $+e$, and energies are in eV.

\section{The simplest case: one orbital and an electron reservoir}

Let the defect already exist, and let it have one orbital of energy $e_0$ holding $m=0,1,2$ electrons. The empty orbital corresponds to $q=+1$, so $q=1-m$. An electron reservoir has chemical potential $\mu_e$: taking one electron from it lowers its energy by $\mu_e$. The energy of defect and reservoir together therefore varies with $m$ as
\begin{equation}
\Phi_m=E_m-\mu_e m .
\end{equation}
For independent electrons and rigid atoms $E_m=me_0$, so $\Phi_m=m(e_0-\mu_e)$. All three states are degenerate at $\mu_e=e_0$.

Now let a neighbouring atom move by $Q$, with elastic energy $KQ^2/2$, and let this lower the orbital to $e_0-\lambda Q$. Let two electrons in the orbital also repel with energy $U$. Then
\begin{equation}
E_m(Q)=\tfrac12KQ^2+m(e_0-\lambda Q)+U\delta_{m,2}.
\end{equation}
Setting the derivative $KQ-m\lambda$ to zero gives $Q=m\lambda/K$. Inserting this, the elastic term is $m^2\lambda^2/2K$ and the coupling term is $-m^2\lambda^2/K$, so
\begin{equation}
E_m=me_0-\frac{m^2\lambda^2}{2K}+U\delta_{m,2}.
\end{equation}
The first electron costs $E_1-E_0=e_0-\lambda^2/2K$, and the second costs $E_2-E_1=e_0-3\lambda^2/2K+U$. The second minus the first is
\begin{equation}
U_{\rm eff}=E_2+E_0-2E_1=U-\frac{\lambda^2}{K}.
\label{eq:simpleU}
\end{equation}
If relaxation outweighs repulsion, the second electron is cheaper than the first, and a reservoir able to supply the first supplies both. For $\lambda=0$ and $U=0$ the rigid result returns. This case suggests why the neutral state is passed over, but it says nothing yet about the cost of making the defect.

\section{Adding the atoms}

\subsection{The grand potential}

Making a defect also moves atoms. Let the crystal contain $N_i$ nuclei of species $i$ and $N_e$ electrons. A neutral atom has $Z_i$ electrons and comes from a reservoir with chemical potential $\mu_i$. To add a bare nucleus, take a neutral atom at cost $\mu_i$ and put its $Z_i$ electrons into the electron reservoir, which costs $-Z_i\mu_e$ on the crystal's account. The chemical potential of the nucleus is thus
\begin{equation}
\mu_i^{\rm nuc}=\mu_i-Z_i\mu_e .
\label{eq:nuc}
\end{equation}
If only valence electrons are counted, the nucleus is replaced by the ion core and $Z_i$ by the number of valence electrons.

At fixed temperature and volume, the free energy of crystal plus large reservoirs changes by $\Delta F-\sum_i\mu_i^{\rm nuc}\Delta N_i-\mu_e\Delta N_e$. This is the change of the grand potential
\begin{equation}
\Phi=F-\sum_i\mu_i^{\rm nuc}N_i-\mu_eN_e .
\end{equation}
Inserting Eq.~\eqref{eq:nuc} and collecting the terms in $\mu_e$ gives
\begin{align}
\Phi&=F-\sum_i\mu_iN_i+\mu_e\Big(\sum_iZ_iN_i-N_e\Big)\nonumber\\
&=F-\sum_i\mu_iN_i+q\mu_e ,
\label{eq:phi}
\end{align}
because the bracket is the net charge $q$. The plus sign has a direct meaning: a crystal of charge $+1$ has given one electron to the reservoir, where it has energy $\mu_e$.

\subsection{The formation energy}

Subtract $\Phi$ of the perfect neutral crystal from $\Phi$ of the crystal with one defect at a given site. With $\Delta n_i$ the number of atoms of species $i$ added, negative if removed, and with free energies replaced by energies,
\begin{equation}
E_f(q)=E(q)-E_{\rm bulk}-\sum_i\Delta n_i\,\mu_i+q(E_v+E_F).
\label{eq:ef}
\end{equation}
Here $E(q)$ is the relaxed energy with the defect in charge state $q$, and $\mu_e=E_v+E_F$. The valence-band edge $E_v$ is the energy of the perfect crystal minus its energy with one electron removed, and $E_F$ is the Fermi level measured from that edge. Replacing $F$ by $E$ drops the vibrational free energy, including its zero-point part, and the thermal contribution of the electrons. The entropy of choosing a site was never included, since the site is given.

Two limits test this expression. With no defect, $q=0$ and $\Delta n_i=0$, it gives zero. Next, shift the electrostatic potential so that every electron gains energy $v$. The nuclei shift oppositely, so a neutral crystal keeps its energy, while a crystal of charge $q$ changes by $-qv$. The edge moves to $E_v+v$, and the term $qE_v$ gains $+qv$. The sum is unchanged, as it must be, provided that $E(q)$ and $E_v$ refer to the same potential zero.

\subsection{A reservoir of finite size}

Equation~\eqref{eq:ef} assumes that $\mu_e$ does not move when $q$ electrons arrive. Replace the electron reservoir by a metal with singly occupied levels at $\mu_e+\delta(j+\tfrac12)$, with integer $j$, filled for $j<0$. Adding $q>0$ electrons costs
\begin{equation}
\sum_{j=0}^{q-1}\big[\mu_e+\delta(j+\tfrac12)\big]=q\mu_e+\tfrac12\delta q^2 ,
\end{equation}
since $\sum j=q(q-1)/2$. Removing electrons gives the same expression with negative $q$. The error of Eq.~\eqref{eq:ef} is then $\delta q^2/2$, which vanishes as the levels of the reservoir become dense.

\section{Where two formation energies meet}

For fixed $\mu_i$, $E_f(q)$ is a straight line in $E_F$ with slope $q$. Write it as $E_f(q)=A_q+qE_F$, where $A_q$ is its value at the valence-band edge. For two charge states $q\neq p$ of a defect with the same atoms, equality requires
\begin{equation}
A_q+qE_F=A_p+pE_F
\quad\Rightarrow\quad
E_F=\frac{A_q-A_p}{p-q}.
\end{equation}
In $A_q-A_p$ the bulk energy and all $\mu_i$ cancel, leaving $E(q)-E(p)+(q-p)E_v$. Division by $p-q$ turns the last term into $-E_v$. The charge-transition level is therefore
\begin{equation}
\varepsilon(q/p)=\frac{E(q)-E(p)}{p-q}-E_v .
\label{eq:level}
\end{equation}
Subtracting the two lines also gives
\begin{equation}
E_f(q)-E_f(p)=(q-p)\,[E_F-\varepsilon(q/p)],
\label{eq:diff}
\end{equation}
so the more positive state is lower in energy below the level, and the more negative one above it.

The cancellation of $\mu_i$ matters after ion implantation. The number of defects is then set by the implantation and the annealing, not by equilibrium with atom reservoirs. Equation~\eqref{eq:level} still applies to the defects present if their electrons have equilibrated at a common Fermi level and their neighbouring atoms can relax into the lowest configuration. A barrier between the configurations of two charge states, about $0.09$~eV at the crossing in the model below, can hold a defect in the higher one at low temperature. If carriers are being injected and no common Fermi level exists, the transition level keeps its value, but it no longer decides the charge state by itself.

\subsection{When a crossing is a real boundary}

A crossing of two lines separates stable states only if no third line lies below it. For the charges $+1$, $0$ and $-1$, Eq.~\eqref{eq:level} gives
\begin{align}
\varepsilon(+/0)&=E(0)-E(+)-E_v,\\
\varepsilon(0/-)&=E(-)-E(0)-E_v,\\
\varepsilon(+/-)&=\tfrac12[E(-)-E(+)]-E_v .
\end{align}
The third level is the mean of the first two. By Eq.~\eqref{eq:diff}, the neutral state is lowest only for $\varepsilon(+/0)\le E_F\le\varepsilon(0/-)$. The width of this window is
\begin{equation}
U_{\rm eff}=\varepsilon(0/-)-\varepsilon(+/0)=E(+)+E(-)-2E(0).
\label{eq:ueff}
\end{equation}
If $U_{\rm eff}>0$, the window exists, and the crossing of the $+$ and $-$ lines lies above the neutral line. If $U_{\rm eff}<0$, there is no window, and $\varepsilon(+/-)$ is the boundary. At that crossing the charged states share the cost $[E_f(+)+E_f(-)]/2$, so the neutral state lies above them by $-U_{\rm eff}/2$.

\section{The model crystal}

\subsection{Host and defect}

The host is a ring of 40 cells, each with an atom A of site energy $+\Delta$ and an atom B of site energy $-\Delta$. Electrons hop between neighbours with amplitude $-t$. For a Bloch state with amplitudes $a$ and $b$,
\begin{align}
(E-\Delta)a&=-t(1+e^{-ik})b,\\
(E+\Delta)b&=-t(1+e^{ik})a .
\end{align}
Multiplying the two equations and using $|1+e^{ik}|^2=4\cos^2(k/2)$ gives $E=\pm\sqrt{\Delta^2+4t^2\cos^2(k/2)}$. The band edges are at $k=\pi$. With $\Delta=t=1.0$~eV they are $E_v=-1.0$~eV and $E_c=+1.0$~eV. Each atom brings one valence electron, and these 80 electrons fill the lower band.

An atom X with two valence electrons replaces one A. Its site energy is $\varepsilon_X-\lambda Q$ with $\varepsilon_X=-0.2$~eV and $\lambda=4.0$~eV/\AA, and the elastic constant is $K=20$~eV/\AA$^2$. The electron number is $80-1+2-q=81-q$. The 40 lowest orbitals hold 80 electrons, and the next one, which lies in the gap, holds $1-q$.

Electron repulsion is left out, so the model cannot predict the sign of $U_{\rm eff}$ for a real defect. The removed A atom is counted as an isolated atom at rest, with $\mu_A=\Delta=1.0$~eV. This is a choice of reference: a real gas or a condensed phase of A would have a lower $\mu_A$, which would lower all three formation energies by the same amount. The X atom comes from a source that binds it by $1.5$~eV, so $\mu_X=2(-0.2)-1.5=-1.9$~eV.

\subsection{Energies and levels}

For each $q$ the Hamiltonian matrix is diagonalized, the lowest orbitals are filled, and the sum of orbital and elastic energy is minimized numerically over $Q$. Four decimals are kept so that the small differences can be followed:
\begin{center}
\begin{tabular}{lccc}
$q$ & $+1$ & $0$ & $-1$\\
$E(q)-E_{\rm bulk}$ (eV) & $-0.8113$ & $-0.7818$ & $-0.9282$\\
$Q$ (\AA) & $0.1792$ & $0.3011$ & $0.3884$\\
gap orbital above $E_v$ (eV) & $1.1506$ & $0.9271$ & $0.7906$
\end{tabular}
\end{center}
The atom term in Eq.~\eqref{eq:ef} is $-\mu_X+\mu_A=1.9+1.0=2.9$~eV. At $E_F=0$,
\begin{align}
E_f(+)&=-0.8113+2.9-1.0=1.0887~\text{eV},\\
E_f(0)&=-0.7818+2.9=2.1182~\text{eV},\\
E_f(-)&=-0.9282+2.9+1.0=2.9718~\text{eV}.
\end{align}
A stronger binding of X in its source would raise all three by the same amount and leave the levels in place. These are
\begin{align}
\varepsilon(+/0)&=-0.7818+0.8113+1.0=1.03~\text{eV},\\
\varepsilon(0/-)&=-0.9282+0.7818+1.0=0.85~\text{eV},\\
\varepsilon(+/-)&=\tfrac12(-0.9282+0.8113)+1.0=0.94~\text{eV}.
\end{align}
They are in inverted order, with $U_{\rm eff}=-0.176$~eV. The neutral state therefore lies $0.088$~eV above the crossing, which is the difference between $2.12$ and $2.03$~eV noted at the start.

The same switch appears when the electron number is not prescribed. At fixed $Q$ the grand potential is lowest when every orbital below $\mu_e$ is filled with two electrons:
\begin{equation}
\Phi(Q)=\tfrac12KQ^2+2\sum_j\min[\epsilon_j(Q)-\mu_e,0],
\end{equation}
up to terms that depend neither on $Q$ nor on the filling of the orbitals. Here $\epsilon_j(Q)$ are the orbital energies. Minimizing this on a grid of $Q$ and bisecting in $\mu_e$ gives a jump from 80 to 82 electrons at $E_F=0.94$~eV.

\section{Why the level is not the orbital energy}

The gap orbital moves from $1.15$ to $0.79$~eV as the defect relaxes, and none of its three positions is a transition level. Let $E_q(Q)$ be the energy at fixed $Q$, $e(Q)$ the gap-orbital energy, and $Q_q$ the relaxed position. For independent electrons
\begin{equation}
E_0(Q)=E_+(Q)+e(Q),\qquad E_-(Q)=E_0(Q)+e(Q).
\label{eq:indep}
\end{equation}
A relaxed energy cannot exceed the energy of the same charge state at another $Q$. Hence
\begin{align}
E(0)&\le E_0(Q_+)=E(+)+e(Q_+),\\
E(+)&\le E_+(Q_0)=E(0)-e(Q_0),
\end{align}
and together
\begin{equation}
e(Q_0)\le E_v+\varepsilon(+/0)\le e(Q_+).
\end{equation}
Measured from $E_v$, this reads $0.93\le1.03\le1.15$~eV. The same argument for the second electron gives $e(Q_-)\le E_v+\varepsilon(0/-)\le e(Q_0)$, or $0.79\le0.85\le0.93$~eV. Since $e(Q_0)$ separates the two levels, $U_{\rm eff}\le0$ in this model for any parameters that keep the orbital in the gap. In the rigid limit $\lambda=0$ all the bounds coincide, and the levels equal the orbital energy. With electron repulsion Eq.~\eqref{eq:indep} fails, and the bounds are no longer guaranteed.

The size of $U_{\rm eff}$ follows from an expansion about $Q_0$. Put $x=Q-Q_0$, let $K_0$ be the curvature of $E_0(Q)$ at its minimum, and let $e'$ be the slope of $e(Q)$ there. Neglecting the curvature of $e(Q)$ and the anharmonicity of $E_0(Q)$,
\begin{equation}
E_\pm(Q)\simeq E(0)\mp e(Q_0)\mp e'x+\tfrac12K_0x^2 .
\end{equation}
In this approximation each minimum lies $e'^2/2K_0$ below its value at $x=0$. The neglected curvature of $e(Q)$ makes one minimum deeper and the other shallower, and to first order this cancels in the sum. Adding the two energies cancels the terms in $e(Q_0)$, so
\begin{equation}
U_{\rm eff}\simeq-\frac{e'^2}{K_0}.
\end{equation}
The table gives an average slope $(0.7906-1.1506)/(0.3884-0.1792)=-1.72$~eV/\AA, and a second difference of the computed energy gives $K_0=16.4$~eV/\AA$^2$. With this average slope the estimate is $-0.18$~eV; with the slope at $Q_0$ itself, $-1.68$~eV/\AA, it is $-0.17$~eV. The full result, $-0.176$~eV, lies between the two. The isolated orbital of Eq.~\eqref{eq:simpleU} with $U=0$ would give $-\lambda^2/K=-0.8$~eV. The difference arises mainly because the slope of an orbital is $-\lambda$ times its weight on X, and here that weight averages $1.72/4.0=0.43$.

\section{Finite temperature}

Equal formation energies need not mean equal populations. Treat $Q$ as classical, with the same moving mass $M$ in each charge state, so that the momentum integrals cancel. This requires that the vibrational quantum $\hbar\sqrt{K_0/M}$ is not much larger than $kT$. At $600$~K the two are about equal for a mass of $28$~u, where the populations below change by less than $0.01$; for hydrogen the quantum is about $5kT$ and the classical weights fail. Near its minimum, $E_q(Q)\simeq E(q)+K_q(Q-Q_q)^2/2$, and the integral of the Boltzmann factor over $Q$ contributes $\sqrt{2\pi kT/K_q}$. The weight of charge state $q$ is then
\begin{equation}
w_q\propto\frac{g_q}{\sqrt{K_q}}\,e^{-E_f(q)/kT}.
\label{eq:w}
\end{equation}
The spin degeneracy $g_q$ is 2 for the single electron of the neutral state and 1 for the other two. Setting $w_q=w_p$ and using Eq.~\eqref{eq:diff}, the populations are equal at
\begin{equation}
E_F=\varepsilon(q/p)+\frac{kT}{q-p}\ln\!\left(\frac{g_q}{g_p}\sqrt{\frac{K_p}{K_q}}\right).
\end{equation}
In this classical treatment the shift vanishes as $T\to0$. In a quantum treatment, wells of different stiffness have different zero-point energies, which leave a small shift even at $T=0$.

At $600$~K, $kT=0.0517$~eV. The computed stiffnesses are $K_+=13.9$ and $K_-=19.4$~eV/\AA$^2$. At $E_F=\varepsilon(+/-)$ the ratio of positive to negative defects is $\sqrt{19.4/13.9}=1.18$: the softer well holds more of the population. The neutral state has relative weight
\begin{equation}
\frac{w_0}{w_+}=2\sqrt{\frac{13.9}{16.4}}\;e^{-0.088/0.0517}=0.34 .
\end{equation}
The fractions of $+$, $0$ and $-$ are $0.458$, $0.154$ and $0.388$. The neutral state is never lowest in energy, yet it holds about 15\% of the defects here.

Equation~\eqref{eq:w} omits anharmonicity and electronic excitations. Both are kept if the partition function of all orbitals, $\prod_j[1+e^{-(\epsilon_j-\mu_e)/kT}]^2$, is multiplied by the elastic Boltzmann factor and integrated numerically over $Q$. Charges other than $+1$, $0$ and $-1$ have negligible weight here, so the mean and mean square of the charge give the three fractions, which agree with those above to three decimals. With the Fermi level $0.1$~eV lower, the positive fraction is $0.94$; with it $0.1$~eV higher, the negative fraction is $0.92$.

\section{Energies from a periodic cell}

In Eq.~\eqref{eq:ef}, $E(q)$ belongs to an isolated defect. The model has no long-range electrostatic energy, but a calculation with Coulomb forces in a repeated cell also contains the interaction of the charged defect with its images and with the compensating background. If the isolated energy is the cell energy plus a correction $C(q)$, Eq.~\eqref{eq:level} shows that the transition level moves by
\begin{equation}
\delta\varepsilon(q/p)=\frac{C(q)-C(p)}{p-q}.
\end{equation}
If $C$ depends only on $q^2$, it cancels from $\varepsilon(+/-)$ but not from $\varepsilon(+/0)$ or $\varepsilon(0/-)$. It then adds $2C(1)-2C(0)$ to $U_{\rm eff}$, so an uncorrected calculation can put the levels in the wrong order. For a point charge in a simple cubic cell this term is positive, about $0.4$~eV for an edge of $10$~\AA\ and a dielectric constant of $10$, so the uncorrected $U_{\rm eff}$ is too low and can appear negative when it is not.
